# Leading Lamb shift of one-electron atoms in dimensional regularization, part 3

The radiative shift of order $\alpha^3$ is to be turned into a formula for a hydrogenic level with a static point nucleus of charge $Z$, $Z\alpha\ll1$. In Hartree units $m=\hbar=1$, $c=1/\alpha$, $H=p^2/2+V$, $V=-Z/r$, $\Delta_m=E_m-E$ and $w_m=|\langle m|\mathbf p|\psi\rangle|^2\Delta_m$. The formula given at the start is
$$\delta E=\frac{4\alpha^3Z}{3}\langle\delta^3(\mathbf r)\rangle\left[\ln\alpha^{-2}+\frac56-\frac15\right]-\frac{2\alpha^3}{3\pi}\sum_m w_m\ln|2\Delta_m|+\frac{\alpha^3}{4\pi}\left\langle\frac{Z\,\boldsymbol\sigma\cdot\mathbf L}{r^3}\right\rangle .$$

Its ingredients are $\sum_mw_m=\frac12\langle\nabla^2V\rangle$ and the operator
$$\delta H=\alpha^2\left[\frac{c_D}{8}\nabla^2V+\frac{c_S}{4}\frac{Z\,\boldsymbol\sigma\cdot\mathbf L}{r^3}\right],$$
with $c_S-1=\alpha/\pi$ and the vacuum-polarization part $\delta c_D^{\rm VP}=-8\alpha/15\pi$.

In dimensional regularization, with space dimension $D=3-2\epsilon$ and scale $\mu$ (a wave number), hard photons ($k\sim mc$) give
$$\alpha^2\frac{c_D-1}{8}\langle\nabla^2V\rangle=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[-\frac1{2\epsilon}+\ln\frac{mc}{\mu}\right],$$
without vacuum polarization, and ultrasoft photons ($\omega=ck\sim Z^2$) give
$$\delta E_{\rm us}=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[\frac1{2\epsilon}+\frac56+\ln\frac{c\mu}{2\Delta_m}\right].$$
In units of $\alpha^3w_m/\pi$ the residues are $\mp\frac13$, and the sum is
$$\delta E_{\rm hard}+\delta E_{\rm us}=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[\frac56+\ln\frac{c^2}{2\Delta_m}\right].$$
Soft photons ($k\sim Z$) give only scaleless integrals, which vanish.

For the Bethe logarithm, $\mathbf b_1=\nabla\psi$ and $\mathbf b_2=(H-E)\mathbf b_1=-(\nabla V)\psi$. For $S$ states the weight falls as $d\kappa/\kappa^2$ at large continuum momentum $\kappa$. Also $\mathbf p_{m0}=i\Delta_m\mathbf r_{m0}$.

The closing checks refer to the Dirac and Pauli form factors $F_1(q^2)$ and $F_2$, with $F_1'$ the slope at $q^2=0$ and $c_D=1+2F_2+8F_1'$, to $c_D-1=-\frac\alpha\pi\frac{4G}{3\epsilon}$ with $G=\Gamma(1+\epsilon)\left(\frac{e^\gamma\mu^2}{m^2c^2}\right)^{\epsilon}$ ($\gamma$ is Euler's constant), to the ultrasoft radial integral $\int_0^\infty\frac{x^{D-2}}{1+x}dx$, and to a photon mass $\lambda$ used as a second regulator.

**A.** Two expectation values are needed, and one identity gives both. Let $u=rR$ obey $-\frac12u''+V_lu=Eu$, $V_l=-Z/r+l(l+1)/2r^2$. Multiply by $u'$ and integrate. The first term gives $\frac14u'(0)^2$. The rest is $\frac12\int(V_l-E)(u^2)'dr=-\frac12\langle V_l'\rangle$, since $V_lu^2$ vanishes at both ends. Thus $u'(0)^2=2\langle Z/r^2-l(l+1)/r^3\rangle$. The Hellmann-Feynman theorem applied to $l$ in $E=-Z^2/2(n_r+l+1)^2$ gives $(l+\frac12)\langle r^{-2}\rangle=Z^2/n^3$. For $l=0$, $u'(0)^2=4Z^3/n^3$ and $|\psi(0)|^2=Z^3/\pi n^3$. For $l>0$, $u'(0)=0$ and $\langle r^{-3}\rangle=Z^3/[n^3l(l+\frac12)(l+1)]$. With $\nabla^2V=4\pi Z\delta^3(\mathbf r)$,

$$\sum_mw_m=2\pi Z|\psi(0)|^2=\frac{2Z^4}{n^3}\delta_{l0}.$$

Inserting $2\pi Z\langle\delta^3\rangle$ for the sum, $\delta c_D^{\rm VP}$ as $\frac{2\alpha^3}{3\pi}\sum w_m(-\frac15)$, and $c_S-1=\alpha/\pi$ yields the formula given at the start. Lengths scale as $1/Z$, so $\Delta_m\propto Z^2$ and $w_m\propto Z^4$, and the Bethe logarithm

$$\ln k_0(n,l)=\frac{n^3}{2Z^4}\sum_mw_m\ln\left|\frac{2\Delta_m}{Z^2}\right|$$

is independent of $Z$. Split $\ln(c^2/2\Delta)=\ln(Z\alpha)^{-2}-\ln(2\Delta/Z^2)$ and write $\delta E=\frac{\alpha^3Z^4}{\pi n^3}F$. For $S$ states

$$F=\frac43\left[\ln(Z\alpha)^{-2}-\ln k_0\right]+\frac{10}9-\frac4{15}.$$

For $l>0$ the sum of weights vanishes, so there is no pole, no $\mu$, no $\ln(Z\alpha)$ and no dependence on the energy unit in the logarithm. From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34$, which is $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. Multiplying by $1/[4l(l+\frac12)(l+1)]$,

$$F=-\frac43\ln k_0+\frac{C}{2(2l+1)},\qquad C=\frac1{l+1}\ \ (j=l+\tfrac12),\qquad C=-\frac1l\ \ (j=l-\tfrac12).$$

For $S$ states the unit matters: a logarithm of $\Delta$ in hartree is smaller by $\ln2$, and a code that omits the division by $Z^2$ must use $\ln\alpha^{-2}$ in place of $\ln(Z\alpha)^{-2}$.

**Q.** You slipped in an absolute value. For $2p$ the state $1s$ lies lower and $\Delta<0$.

**A.** The denominator then vanishes at $\omega=|\Delta|$, where a real photon can leave. Outgoing radiation requires $E\to E+i0$, so $\Delta\to-|\Delta|-i0$ and $\ln(1/\Delta)=-\ln|\Delta|+i\pi$. The real part has the absolute value. The imaginary part is $\frac{2\alpha^3}{3}w_m$, negative because $w_m<0$, and with $\delta E=\mathrm{Re}\,\delta E-i\Gamma/2$,

$$\Gamma=-\frac{4\alpha^3}{3}\sum_{\Delta_m<0}w_m=\frac{4\alpha^3}3\sum_{\Delta_m<0}|\Delta_m|^3|\mathbf r_{m0}|^2,$$

the golden-rule dipole rate. This fixes the coefficient of the logarithm, and so of both poles, by an elementary quantity. Degenerate states such as $2p$ seen from $2s$ have $w_m=0$ and a scaleless integral.

## Computing the Bethe logarithm

**Q.** The weight falls only as $d\kappa/\kappa^2$. How is the sum evaluated without a table?

**A.** Convert it to linear equations. For $\Delta>0$,

$$-\int_0^1\frac{d\omega}{\Delta+\omega}+\int_1^\infty\frac{\Delta\,d\omega}{\omega(\Delta+\omega)}=-\ln\frac{1+\Delta}{\Delta}+\ln(1+\Delta)=\ln\Delta .$$

Since $\langle m|\mathbf b_2\rangle=\Delta_m\langle m|\mathbf b_1\rangle$ and $|\langle m|\mathbf b_1\rangle|^2=|\mathbf p_{m0}|^2$, the functions $L=\langle\mathbf b_2|(H-E+\omega)^{-1}|\mathbf b_1\rangle$ and $M=\langle\mathbf b_2|(H-E+\omega)^{-1}|\mathbf b_2\rangle$ equal $\sum w_m/(\Delta_m+\omega)$ and $\sum w_m\Delta_m/(\Delta_m+\omega)$, and

$$\sum_mw_m\ln\Delta_m=-\int_0^1L\,d\omega+\int_1^\infty\frac{M}{\omega}d\omega .$$

The radial reduction is short. Write $\psi=fS$ with $S=r^lY_{lm}$ a harmonic polynomial and $f=R/r^l$. Then $\nabla\psi=f'\hat{\mathbf r}S+f\nabla S$, and $\nabla S$ is harmonic of degree $l-1$. Because $\nabla^2(x_iS)=2\partial_iS$ and $\nabla^2(r^2\partial_iS)=(4l+2)\partial_iS$, the combination $x_iS-r^2\partial_iS/(2l+1)$ is harmonic of degree $l+1$. So $\hat{\mathbf r}Y$ splits into parts $\mathbf Y_+$ and $\mathbf Y_-$ of angular momentum $l\pm1$, with $\nabla S=(2l+1)r^{l-1}\mathbf Y_-$. With $f'r^l=R'-lR/r$, the source $\mathbf b_1$ has radial factor $R'-lR/r$ on $\mathbf Y_+$ and $R'+(l+1)R/r$ on $\mathbf Y_-$, and $\mathbf b_2$ has $-ZR/r^2$ on both. From $\hat{\mathbf r}\cdot\nabla S=lr^{l-1}Y$ the squared norm of $\mathbf Y_-$ is $l/(2l+1)$, and that of $\mathbf Y_+$ is the remainder $(l+1)/(2l+1)$. As a check for $1s$ at $Z=1$, $R=2e^{-r}$ and $\sum w=-\int RR'dr=\frac12R(0)^2=2$.

In a channel of angular momentum $l'$ the equation is solved in functions $r^\nu e^{-a_ir}$ for $u$, with $\nu=\max(l',1)$. With $A=a_i+a_j$ the overlap is $(2\nu)!/A^{2\nu+1}$, the potential $-(2\nu-1)!/A^{2\nu}$, and the kinetic energy $\frac12\int[u_i'u_j'+l'(l'+1)u_iu_j/r^2]dr$ is

$$\tfrac12\left[\frac{\{\nu(1-\nu)+l'(l'+1)\}(2\nu-2)!}{A^{2\nu-1}}+\frac{a_ia_j(2\nu)!}{A^{2\nu+1}}\right].$$

For $l'=l+1$ the power $\nu$ is one lower than for an eigenfunction, because the singular source forces that behaviour: for an $S$ state, where $l'=1$, the source $1/r^2$ is balanced by $R\to$ constant. In a channel $l'=l-1>0$, which does not occur for the three states below, the solution starts like an eigenfunction and $\nu=l'+1$ is the natural choice. The exponents form a geometric sequence, so every length scale down to $1/\sqrt\omega$ is covered, and the error in $L$ and $M$ is of second order in the error of the solutions. For $S$ states the weight $d\kappa/\kappa^2$ gives $M\propto\int d\kappa/(\kappa^2+2\omega)\propto\omega^{-1/2}$, so the tail beyond the last point $\omega_T$ is $2M(\omega_T)$. For $2p$ the exact $1s$ function is a member of the basis. It is projected out of the sources, shifted upward in the matrix, and its term $w\ln\frac38$ is added by hand. The results at $Z=1$ are $2.984129$, $2.811769$ and $-0.030017$ for $1s$, $2s$ and $2p$. A direct sum over the bound and continuum spectrum gives $2.9841286$, $2.8117699$ and $-0.0300167$. The latter are used below.

## Numbers

**Q.** Put in hydrogen, and one ion.

**A.** The inputs are $\alpha=7.2973525643\times10^{-3}$, $mc=137.035999$ and $1$ hartree $=6.57968392\times10^9$ MHz. For hydrogen, $\ln(Z\alpha)^{-2}=9.840487$ and $\alpha^3Z^4/\pi=1.236933\times10^{-7}$ hartree. The constant is $\frac{10}9-\frac4{15}=0.844444$. For $2s$,

$$F=\tfrac43(9.840487-2.811770)+0.844444=9.371623+0.844444=10.21607,$$

and $\delta E=1.236933\times10^{-7}\times10.21607/8=1.579574\times10^{-7}$ hartree, or $1039.31$ MHz. Vacuum polarization is $-27.13$ MHz of this. For $2p_{1/2}$, $C/6=-\frac16$ and $F=0.040022-0.166667=-0.126644$, which is $-12.88$ MHz. For $2p_{3/2}$, $C/6=\frac1{12}$ and $F=0.123356$, which is $+12.55$ MHz. The splitting $2s-2p_{1/2}$ is $1039.31+12.88=1052.19$ MHz. The measured interval is roughly $1.1$ GHz to two figures. The formula omits the finite nuclear mass and size and all higher orders. For $S$ states the first omitted order in $Z\alpha$ is of relative size $Z\alpha$, with a coefficient in $F$ close to ten that is not derived here. It amounts to about $0.7\%$ of the $2s$ shift for hydrogen and about $3\%$ for Li$^{2+}$, so about two figures are physical for hydrogen, while for Li$^{2+}$ the second figure already changes. This estimate does not apply to the $p$ states, which have no contact density. The further digits are kept to check the arithmetic. For $1s$, $F=9.986256$ and $\delta E=8127.44$ MHz. The width of $2p$ follows from $w=-0.02926383$: $\Gamma=\frac43\pi\times1.236933\times10^{-7}\times0.02926383=1.51623\times10^{-8}$ hartree, a lifetime of $1.5953$ ns.

The division of the $2s$ self-energy depends on $\mu$. The minimally subtracted parts are $F_{\rm hard}=\frac43\ln(mc/\mu)$ and $F_{\rm us}=\frac43[\frac56+\ln(c\mu/Z^2)-\ln k_0]$. At $\mu=mc$ the hard part vanishes and $F_{\rm us}=10.482734$, or $1066.44$ MHz. The output shows about $3\times10^{-23}$ MHz for the hard part there. That is the $O(\epsilon^2)$ remainder of extracting the finite part numerically at a small nonzero $\epsilon$. At $\mu=1$ per bohr, the geometric mean of the hard and ultrasoft wave numbers, $\ln(mc/\mu)$ is half of $9.840487$, so $F_{\rm hard}=\frac23\times9.840487=6.560325$ and $F_{\rm us}=\frac43(0.833333+4.920244-2.811770)=3.922409$. The sum is again $10.482734$, now as $667.40+399.04$ MHz. A statement that some fraction of the shift is a Darwin term has no meaning until $\mu$ is named.

For hydrogen-like Li$^{2+}$, $Z=3$, $\ln(Z\alpha)^{-2}=7.643263$ and the prefactor is $1.001916\times10^{-5}$ hartree. Then $F(2s)=\frac43(7.643263-2.811770)+0.844444=7.286435$ and $\delta E=9.125491\times10^{-6}$ hartree $=60042.8$ MHz. The $p$ states keep their values of $F$ and scale as $Z^4$, giving $-1043.6$ and $+1016.49$ MHz. The splitting $2s-2p_{1/2}$ is $61086.4$ MHz, less than $Z^4=81$ times the hydrogen value because the logarithm has shrunk. At $\mu=3$ per bohr the parts are $5.095508$ and $2.457593$, with the same sum $7.553102$ as at $\mu=mc$ up to rounding. For $1s$, $F=7.056623$.

**Q.** How far up in $Z$ can I use it?

**A.** The first neglected term for $S$ states is of relative order $Z\alpha$, not $(Z\alpha)^2$. The reason is visible in $M(\omega)$. Relative to $\sum w$ it falls as $Z/\sqrt\omega$, so excitations with $\Delta\sim c^2$, for which the nonrelativistic dipole treatment is wrong, carry a fraction of order $Z\alpha$ of the weight. In the language of regions this is a hard contribution with two Coulomb photons of hard momentum, of order $\alpha^4Z^5$. The mean excitation energy is also large: $\ln k_0\approx3$ for the $S$ states computed here means $k_0\approx19.8$ for $1s$ and $16.6$ for $2s$, in units of $Z^2$ rydberg. The product $k_0(Z\alpha)^2$ is twice the mean excitation energy divided by $mc^2$, and the separation of scales requires it to be small. For $1s$ it reaches one, and the logarithm in $F$ changes sign, already at $Z\alpha\approx0.22$; the mean excitation energy itself equals $mc^2$ at $Z\alpha\approx0.32$. Hydrogen-like cerium shows the failure. With $Z=58$, $Z\alpha=0.423246$ and $\ln(Z\alpha)^{-2}=1.719601$, smaller than $\ln k_0(1s)$, one gets $F=\frac43(1.719601-2.984129)+0.844444=-0.841592$ and $\delta E=-1.178$ hartree. The ultrasoft scale has formally passed the hard scale, and neither the size nor the sign of this number is a prediction. Such an ion needs the Dirac-Coulomb propagator to all orders in $Z\alpha$. For more than one electron the cancellation shown here still governs the term with the nuclear contact density, but soft photons exchanged between electrons are no longer scaleless and add their own poles and operators.

**Q.** Which of these steps has been tested by something other than the algebra above?

**A.** The numerical check below builds explicit gamma matrices in $d=4,6,8$ and compares the vertex and polarization numerators with the reduced forms. It integrates the Feynman-parameter representation of $F_1(q^2)$ and $F_2$ at $\epsilon=-0.25$ and $-0.1$, where the infrared region converges, differentiates numerically and compares with the closed forms. It evaluates the charge current with explicit spinors to confirm $c_D$ and $c_S$, and obtains $-8/15$ again from the spectral integral of the Uehling potential. It integrates the ultrasoft radial integral in three strips of convergence, extracts the residues $\mp\frac13$ and the constant $0.8333333333$ from the expressions exact in $\epsilon$, verifies independence of $\mu$, and repeats the constant with a photon mass. The Bethe logarithms are computed by the resolvent method and, separately, from closed-form bound and continuum dipole strengths. Those closed forms are not derived here. The program validates them by three sum rules, for $\langle r^2\rangle$, for the oscillator strengths and for $\sum w_m$, and they serve as the independent comparison for the resolvent values. The $2p$ width is compared with the golden rule from a direct radial integral, and the final $F$ assembled from the separate pieces is compared with the closed formula.

## Numbers as computed

```
eps=-0.25: F1'=0.76588544 F2=0.20423612 cD-1=6.5355557 (alpha/pi, Gamma(1+eps) kept)
eps=-0.1: F1'=1.69199544 F2=0.35620957 cD-1=14.2483827 (alpha/pi, Gamma(1+eps) kept)
delta cD (vacuum polarization) = -0.53333333 alpha/pi
eps=0.7: radial integral, 0 subtractions = 3.30326600 (dimensionless)
eps=0.1: radial integral, 1 subtractions = -5.34479666 (dimensionless)
eps=-0.1: radial integral, 2 subtractions = 5.34479666 (dimensionless)
residues: hard -0.3333333333, ultrasoft 0.3333333333; constant 0.8333333333
photon mass lam=1e-6, Delta=1e-9 (mc^2): constant 0.833334
1s: sum w = 2.00000000 hartree^2, ln k0 resolvent 2.984129, spectrum 2.9841286
2s: sum w = 0.25000000 hartree^2, ln k0 resolvent 2.811769, spectrum 2.8117699
2p: sum w = 0.00000000 hartree^2, ln k0 resolvent -0.030017, spectrum -0.0300167
Z=1: w(2p->1s) = -0.02926383 hartree^2, <r^-3>_2p = 0.04166667 bohr^-3
Z=1: 2p width = 1.516233e-08 hartree, lifetime 1.5953 ns
alpha = 7.2973525643e-03, c = mc = 137.035999 a.u., 1 hartree = 6.57968392e+09 MHz
H: Z=1, Z alpha=0.007297, ln(Za)^-2=9.840487, alpha^3 Z^4/pi=1.236933e-07 hartree
  1s: F=9.986256, dE=1.235233e-06 hartree = 8127.44 MHz
  2s: F=10.216068, dE=1.579574e-07 hartree = 1039.31 MHz
  2p1/2: F=-0.126644, dE=-1.958133e-09 hartree = -12.8839 MHz
  2p3/2: F=0.123356, dE=1.907283e-09 hartree = 12.5493 MHz
  2s-2p1/2: 1.599155e-07 hartree = 1052.19 MHz
  2s vacuum polarization: F=-0.266667, -27.1288 MHz
  2s mu=137.0360/bohr: F hard=0.000000 (2.71753e-23 MHz), F us=10.482734 (1066.44 MHz)
  2s mu=1.0000/bohr: F hard=6.560325 (667.4 MHz), F us=3.922409 (399.038 MHz)
Li2+: Z=3, Z alpha=0.021892, ln(Za)^-2=7.643263, alpha^3 Z^4/pi=1.001916e-05 hartree
  1s: F=7.056623, dE=7.070141e-05 hartree = 465193 MHz
  2s: F=7.286435, dE=9.125491e-06 hartree = 60042.8 MHz
  2p1/2: F=-0.126644, dE=-1.586087e-07 hartree = -1043.6 MHz
  2p3/2: F=0.123356, dE=1.544899e-07 hartree = 1016.49 MHz
  2s-2p1/2: 9.284100e-06 hartree = 61086.4 MHz
  2s vacuum polarization: F=-0.266667, -2197.43 MHz
  2s mu=137.0360/bohr: F hard=0.000000 (2.2012e-21 MHz), F us=7.553102 (62240.3 MHz)
  2s mu=3.0000/bohr: F hard=5.095508 (41988.8 MHz), F us=2.457593 (20251.5 MHz)
Ce57+: Z=58, Z alpha=0.423246, ln(Za)^-2=1.719601, alpha^3 Z^4/pi=1.399775e+00 hartree
  1s: F=-0.841592, dE=-1.178039e+00 hartree = -7.75112e+09 MHz
```
